# Why g2(0) below one half does not prove one emitter

A defect in a silicon waveguide has been found, and its light gives a zero-delay second-order correlation of 0.32. Should the next calculation treat it as one emitter? The answer decides whether the count rate is the rate of one centre, whether one lifetime may be fitted to the decay, and whether a spin signal belongs to one spin. The rule "below one half means one emitter" would say yes. For background-free light from independent emitters, recorded with ideal time resolution, the value 0.32 says no.

## Two emitters that give 0.32

Let \(n\) be the number of photons detectable in a time window much shorter than the time an emitter needs to be excited again. The zero-delay correlation is

\[
g^{(2)}(0)=\frac{\langle n(n-1)\rangle}{\langle n\rangle^2}.
\]

The usual measurement splits the light equally between detectors A and B and counts coincidences. There are \(n(n-1)\) ordered pairs of photons. A given ordered pair sends its first member to A and its second to B with probability \(1/4\), so \(\langle n_An_B\rangle=\langle n(n-1)\rangle/4\). Each detector receives \(\langle n\rangle/2\) on average. The factors of four cancel in \(\langle n_An_B\rangle/(\langle n_A\rangle\langle n_B\rangle)\), which is therefore the same quantity.

Now take two emitters. Each gives at most one detected photon per window, so \(n_1\) and \(n_2\) are 0 or 1, with means \(p_1\) and \(p_2\). They are independent, there is no other light, and their fields do not interfere in the recorded coincidences. This last condition is examined below.

With \(n=n_1+n_2\), the product \(n(n-1)\) is zero unless both photons are present. Then \(n=2\) and \(n(n-1)=2\). By independence this happens with probability \(p_1p_2\), so

\[
\langle n(n-1)\rangle=2p_1p_2,\qquad
g^{(2)}(0)=\frac{2p_1p_2}{(p_1+p_2)^2}.
\]

For a detected brightness ratio of 4:1, put \(p_1=4p_2\):

\[
g^{(2)}(0)=\frac{2\cdot4p_2^2}{(5p_2)^2}=\frac{8}{25}=0.32 .
\]

The meaning is plain if one asks which pairs are missing. Two photons picked at widely separated times both come from the bright emitter with probability \(0.8^2=0.64\), and both from the faint one with probability \(0.2^2=0.04\). At zero delay these same-emitter pairs cannot occur. The mixed pairs, a fraction \(0.32\), remain. The dip is deep because most of the light comes from one emitter, although a second one is present.

## The general formula and the origin of one half

For \(N\) such emitters, \(n(n-1)\) counts ordered pairs of photons from different emitters:

\[
\langle n(n-1)\rangle=\sum_{i\ne j}p_ip_j
=\Big(\sum_i p_i\Big)^2-\sum_i p_i^2 .
\]

Define the detected shares \(s_i=p_i/\sum_jp_j\), so that \(\sum_i s_i=1\). Division by \(\langle n\rangle^2=(\sum_ip_i)^2\) gives

\[
g^{(2)}(0)=1-\sum_i s_i^2. \tag{1}
\]

A loss common to all emitters multiplies every \(p_i\) by the same factor and leaves the shares unchanged. A loss that differs between emitters changes the shares and, in general, the correlation. The relevant brightness is thus the detected one.

Slow, independent blinking does not alter (1) if \(p_i\) is the long-time average: \(n_i\) is still 0 or 1, and \(\langle n_in_j\rangle=p_ip_j\) still holds. The coincidences must then be normalized by the long-time average rates, and the run must be long enough to contain many on and off periods.

If all emitters are equally bright, \(s_i=1/N\), and

\[
g^{(2)}(0)=1-N\frac{1}{N^2}=1-\frac1N .
\]

This gives 0, 0.5, 0.67 and 0.75 for one to four emitters. Among equal emitters, a value below one half does single out \(N=1\). The equality is an additional assumption. A background-free value of 0.32 contradicts it, because equal emitters cannot give that value. A value of 0.5 does not confirm it either: three emitters with detected rates in the ratio 4:1:1 also give 0.5.

For two emitters whose fainter-to-brighter ratio is \(r\), with \(0<r\le1\), the shares are \(1/(1+r)\) and \(r/(1+r)\). Then

\[
g^{(2)}(0)=\frac{2r}{(1+r)^2},\qquad
\frac12-\frac{2r}{(1+r)^2}=\frac{(1-r)^2}{2(1+r)^2}. \tag{2}
\]

The difference is positive for every \(r\ne1\), so any unequal pair lies below one half. Ratios of 2:1, 10:1 and 100:1 give 0.444, 0.165 and 0.020.

There is a further consequence. One ideal emitter has \(s_1=1\), and (1) gives zero. A truly background-free value of 0.32 at ideal time resolution therefore excludes one emitter under these assumptions. The usual reading is not merely incomplete here; it is reversed.

## What a value below one half does prove

Write \(g\) for \(g^{(2)}(0)\), assume \(g<1/2\), and let \(s\) be the largest share. Under the assumptions behind (1), one emitter then supplies more than half of the detected light, and more precisely

\[
\frac{1+\sqrt{1-2g}}{2}\;\le\; s\;\le\;\sqrt{1-g}. \tag{3}
\]

To prove it, start from \(\sum_i s_i^2=1-g\), which is (1). Each share is at most \(s\), so

\[
1-g=\sum_i s_i^2\le s\sum_i s_i=s .
\]

Since \(1-g>1/2\), it follows that \(s>1/2\). The upper bound holds because \(s^2\) is one term of a sum of non-negative terms: \(s^2\le1-g\).

For the lower bound, the shares other than the largest add up to \(1-s\). The sum of their squares cannot exceed the square of their sum, because the latter also contains non-negative cross products. Hence

\[
1-g\le s^2+(1-s)^2=1-2s+2s^2,
\]

or \(2s^2-2s+g\ge0\). The roots of this quadratic are \([1\pm\sqrt{1-2g}]/2\), and the inequality holds outside the interval between them. Since \(s>1/2\), the share lies at or above the larger root. This completes the proof. Independence is essential here: two equally bright emitters that are never active at the same time would give zero.

For \(g=0.32\), the square roots are \(\sqrt{0.36}=0.6\) and \(\sqrt{0.68}=0.8246\), so

\[
0.800\le s\le0.825 .
\]

The brightest share is known within a narrow range, but the number of emitters is not. To see this, give one emitter the share \(s\) and divide the rest equally among \(N-1\) others. The sum of squares is

\[
s^2+\frac{(1-s)^2}{N-1}.
\]

At \(s=0.8\) it is at most \(0.64+0.04=0.68\). At \(s=\sqrt{0.68}\) it is at least 0.68. It is continuous in \(s\), so for every \(N\ge2\) some share in this range gives 0.68, and therefore \(g=0.32\). For three emitters the brightest share is 0.814; for ten it is 0.822. Many faint emitters can hide behind one bright emitter.

## A threshold that answers a definite question

A useful criterion must say how faint a second emitter may be before it is ignored. Suppose that some second emitter has at least a fraction \(r\) of the brightest one's detected rate. Then, for any number of emitters,

\[
g\ge\frac{2r}{(1+r)^2}. \tag{4}
\]

A smaller measured value excludes such a second emitter. For the proof, note first that the two brightest shares add up to at most one: \(s+rs\le1\), hence \(s\le1/(1+r)\).

If \(s\ge1/2\), use the bound \(\sum_i s_i^2\le s^2+(1-s)^2\). Its right side has derivative \(4s-2\), so it does not decrease for \(s\ge1/2\). It is therefore no larger than its value at \(s=1/(1+r)\):

\[
1-g\le\frac{1+r^2}{(1+r)^2}
\quad\Rightarrow\quad
g\ge\frac{(1+r)^2-1-r^2}{(1+r)^2}=\frac{2r}{(1+r)^2}.
\]

If \(s<1/2\), then \(1-g\le s<1/2\), so \(g>1/2\). By (2), the right side of (4) never exceeds one half, and (4) holds again.

For \(r=1\) the threshold is one half: the familiar rule excludes a second emitter as bright as the first. To exclude one with a tenth of the brightness, the value must be below 0.165; for a hundredth, below 0.0196.

At small \(g\), the lower bound in (3) limits the combined share of all other emitters to

\[
1-s\le\frac{1-\sqrt{1-2g}}2\approx\frac g2 ,
\]

because \(\sqrt{1-2g}\approx1-g\) to first order. A very small correlation limits the remaining light, but a nonzero upper limit on \(g\) cannot exclude an arbitrarily faint emitter.

## When independence is not enough

The fields of independent emitters can still interfere. Let \(\sigma_i\) lower emitter \(i\) from its excited to its ground state, and let both feed one common mode with the same polarization. The detected field is \(E=\sqrt{a_1}\sigma_1+\sqrt{a_2}\sigma_2\), where \(a_i\) contains the decay rate and detection efficiency. An emitter cannot be lowered twice, so \(\sigma_i^2=0\). Operators of different emitters commute, and

\[
E^2=\sqrt{a_1a_2}\,(\sigma_1\sigma_2+\sigma_2\sigma_1)
=2\sqrt{a_1a_2}\,\sigma_1\sigma_2 .
\]

The coincidence rate contains the squared magnitude of this amplitude. With \(I_i=a_i\langle\sigma_i^\dagger\sigma_i\rangle\) and independent emitters,

\[
\langle E^\dagger E^\dagger EE\rangle=4I_1I_2 .
\]

The mean intensity is \(I_1+I_2\), because the relative phase is random and its cross terms average to zero. Thus \(g^{(2)}(0)=4s_1s_2\), twice the previous value, and the 4:1 pair gives 0.64. Bound (3) does not apply in this case: a pair reading 0.32 in one mode at ideal time resolution has a bright share of 0.912. The doubling arises because two paths, with the emitters exchanged, lead to the same pair of detections and add in amplitude.

How long does this effect last? Let emitter \(i\) be pumped incoherently at rate \(W_i\) and decay at rate \(\Gamma_i\). Its excited population \(e_i\) obeys \(\dot e_i=W_i-(W_i+\Gamma_i)e_i\). It is zero just after an emission, so it recovers as

\[
e_i(\tau)=\frac{W_i}{W_i+\Gamma_i}\left[1-e^{-(W_i+\Gamma_i)\tau}\right].
\]

Same-emitter pairs therefore return with weight \(s_i^2[1-e^{-(W_i+\Gamma_i)\tau}]\). Mixed pairs always have total weight \(1-\sum_i s_i^2\). Their sum, without interference, is

\[
g^{(2)}(\tau)=1-\sum_i s_i^2e^{-(W_i+\Gamma_i)|\tau|}. \tag{5}
\]

In a common mode, the exchanged path adds the product of the two field correlations, \(I_1e^{-(\gamma_1+i\omega_1)\tau}\) and \(I_2e^{-(\gamma_2-i\omega_2)\tau}\), together with its complex conjugate. Here \(\gamma_i\) is the decay rate of the optical coherence and \(\omega_i\) the angular frequency. With \(\Delta=\omega_1-\omega_2\), the addition to (5) is

\[
2s_1s_2e^{-(\gamma_1+\gamma_2)|\tau|}\cos(\Delta\tau). \tag{6}
\]

At \(\tau=0\) it restores the factor of two. A time bin much longer than \(1/(\gamma_1+\gamma_2)\) dilutes it. The value 0.32 thus applies to distinguishable modes, or approximately to a bin that is long compared with the mutual coherence time yet short compared with the recovery time of the dip.

## Two T centres in a silicon waveguide

T centres are light-emitting defects in silicon. Take two of them at 4 K, with a line near 1.3 micrometres, a lifetime of 1000 ns and a linewidth of 1 GHz, all rough values. Both are pumped at 0.25 per microsecond. Each then emits at

\[
\frac{W\Gamma}{W+\Gamma}=\frac{0.25\times1}{1.25}=0.200\ \text{per microsecond}.
\]

Total efficiencies of 0.020 and 0.005 give 4000 and 1000 counts/s, hence shares of 0.8 and 0.2. The ratio arises here from collection alone, with pumping and lifetime held equal.

The dip recovers in \(1/(W+\Gamma)=800\) ns. Coincidences are collected in a 20 ns bin centred on zero delay, so \(|\tau|\) runs up to 10 ns and averages 5 ns. To first order, (5) rises by

\[
0.68\times\frac{5}{800}\approx0.0042 .
\]

For a Lorentzian line of full width \(\Delta\nu\), \(\gamma=\pi\Delta\nu\). The mutual coherence time is then \(\tau_m=1/(2\pi\Delta\nu)=0.159\) ns. If both centres have the same frequency and share one mode, the bin average of (6) is

\[
0.32\times\frac{2\tau_m}{20\ \text{ns}}
=0.32\times\frac{0.318}{20}\approx0.0051 .
\]

A detuning of 20 GHz reduces this to about \(1.3\times10^{-5}\). The line shape matters too: if slow, independent wandering of the two frequencies produces Gaussian lines of the same width, the rise at equal mean frequencies is about 0.011. In this example the interference that doubles the ideal zero-delay value hardly affects the recorded one.

Dark counts need one more formula. Let \(m\) be the signal count and \(b\) an independent Poisson background, for which \(\langle b(b-1)\rangle=\langle b\rangle^2\). With \(n=m+b\),

\[
\langle n(n-1)\rangle=g\langle m\rangle^2+2\langle m\rangle\langle b\rangle+\langle b\rangle^2
=\langle n\rangle^2-(1-g)\langle m\rangle^2 .
\]

Dividing by \(\langle n\rangle^2\) and writing \(\rho=\langle m\rangle/\langle n\rangle\) for the signal fraction gives

\[
g_{\rm raw}=1-\rho^2(1-g). \tag{7}
\]

With 100 dark counts/s in total, \(\rho=5000/5100=0.9804\). Including both rises, at equal frequencies,

\[
g_{\rm raw}=1-0.9804^2(1-0.3293)\approx0.355 .
\]

In a 4 h run each detector records 2550 counts/s. Uncorrelated light would give

\[
(2550\ \text{s}^{-1})^2(20\times10^{-9}\ \text{s})(14400\ \text{s})\approx1873
\]

coincidences in the bin; the pair gives about 666. The counting error of \(g_{\rm raw}\) is \(\sqrt{666}/1873\approx0.014\), so the expected reading lies 10.5 standard errors below one half. Better statistics would make the reading firmer without making the second emitter disappear.

What would one centre give with the same total rate, bin and dark counts? The bin alone raises its correlation from zero to about \(5/800\approx0.006\), and (7) gives \(1-0.961\times0.994\approx0.045\). The difference between 0.355 and 0.045 is what speaks for a second emitter. It does so only if the background is known: by (7), one ideal emitter would also give 0.355 if \(\rho=\sqrt{0.645}\approx0.80\), that is, if a fifth of all counts were uncorrelated background. The figure 0.045 also assumes a centre that does not blink. Slow blinking leaves the value at exactly zero delay unchanged, but the rise caused by the bin grows as the inverse of the fraction of time the centre is on. A single centre that is on a tenth of the time, at the same average count rate, would read about 0.10.

A simulated photon record tests the counting argument without dark counts or interference. It used the same pump, lifetime and bin, with efficiencies raised to 0.8 and 0.2 to collect more pairs at the same ratio. The pair gave \(0.336\pm0.008\), against an expected 0.324. The bright emitter alone gave \(0.0042\pm0.0011\), against 0.0062. Both results lie within two standard errors of expectation.

## Reading the model beside a real device

The wavelength and the lifetime near one microsecond are representative of T centres; linewidths vary with the sample and its electrical noise. The count rates follow from the assumed pump rate and efficiencies and are not measured values. If both rates were ten times lower at the same dark rate, \(\rho\) would be \(500/600=0.833\), and (7) would give about 0.53. The same two centres would then read above one half, so the raw value depends strongly on the background. Laser leakage adds to the dark counts and must be measured separately. Light from other defects acts as uncorrelated background only if it comes from many faint ones; a few enter (1) as further emitters.

Two other neglected effects hardly change the zero-delay value here. An exciton level roughly 1.8 meV higher has a relative population of 0.0054 at 4 K, for equal degeneracies, since the thermal energy is 0.345 meV. Within the model a centre holds one excitation in either level, so this does not permit two photons at once. A shared waveguide mode can also make the decay collective. With all decay collective, equal frequencies and no coherent exchange of excitation, the calculated zero-delay value without detected-field interference changes by only \(-2.4\times10^{-5}\), because dephasing is much faster than decay. This treats the whole linewidth as fast dephasing. The change grows as the inverse of the coherence decay rate and reaches about \(-0.12\) for lines at equal frequency that are broadened only by decay and pumping.

A filter offers a direct test if the two narrow zero-phonon lines can be separated and only their light is recorded, without the broad phonon sidebands. Passing the bright line fully and the faint one at a tenth changes the ratio to 40:1, and (2) predicts \(80/41^2\approx0.048\). Attenuating the bright line fourfold instead makes the detected rates equal and predicts 0.5. These predictions are for background-free light without interference. The second setting is the more telling one. Suppose that the faint light were uncorrelated background instead, with one emitter and a total reading of 0.32. The first setting would then give 0.041, hard to tell from 0.048, but the second would give 0.71 instead of 0.5. With enough recorded coincidences, both settings together can therefore distinguish a second single emitter from such background, which a single reading of 0.32 cannot do. The demand on counts is real. If the zero-phonon lines carry about 23% of the light, a rough value for T centres, the rates and dark counts of the example give about 0.66 against 0.81 in the second setting. The counting error after 4 h is near 0.17, so a much longer run or fewer dark counts would be needed. The numerical output below lists the main values of the example.

## Values computed for the example and the checks

```
Wavelength (rough): 1326 nm = 0.935 eV
Temperature: 4 K
Excited-state lifetime (rough): 1000 ns
Pump rate of each emitter: 0.25 per microsecond
Emission rate of each emitter: 0.200 per microsecond
Total efficiencies: 0.020 and 0.005
Detected rates: 4000 and 1000 counts/s
Detected shares: 0.800 and 0.200
g2(0), two emitters, no interference: 0.3200
g2(0), one common mode, ideal timing: 0.6400
Recovery time of the dip: 800 ns
g2(0) for brightness ratio 1:1: 0.5000
g2(0) for brightness ratio 2:1: 0.4444
g2(0) for brightness ratio 4:1: 0.3200
g2(0) for brightness ratio 10:1: 0.1653
g2(0) for brightness ratio 100:1: 0.0196
g2(0) for 1 equal emitter(s): 0.0000
g2(0) for 2 equal emitter(s): 0.5000
g2(0) for 3 equal emitter(s): 0.6667
g2(0) for 4 equal emitter(s): 0.7500
Brightest share allowed by g2(0)=0.32: 0.8000 to 0.8246
3 emitters, same g2(0): brightest share 0.8141, others equal
10 emitters, same g2(0): brightest share 0.8225, others equal
Random emitter sets with g2(0) below 1/2 tested: 2049
Simulated record, two emitters: g2 = 0.3362 +/- 0.0075
Simulated record, bright one alone: g2 = 0.0042 +/- 0.0011
Time bin: 20 ns; run: 4 h; dark: 100 counts/s
Linewidth (rough): 1.0 GHz
Mutual coherence time: 0.159 ns
Rise of g2 from bin width: 0.0042
Rise from interference, equal frequencies: 0.0051
Rise from interference, 20 GHz detuning: 1.3e-05
Change from collective decay, worst case: -2.4e-05
Signal fraction: 0.9804
g2(0) with dark counts only: 0.3464
Upper exciton level (rough): 1.8 meV above the lower
Thermal energy: 0.345 meV; upper/lower population: 0.0054
Expected raw g2 in central bin, all rises: 0.3554
Reference coincidences per bin: 1873
Expected central-bin coincidences: 666
Counting error of raw g2: 0.0138
Distance below 1/2: 10.5 standard errors
```
